# Adaptively Compressed Exchange: Construction, Exactness on the Building Orbitals, and Limits

## Definitions and conventions

Atomic units are used in the algebra, electronvolts and angstroms in the numbers. The system is closed-shell, with \(N\) doubly occupied orthonormal orbitals \(\phi_i\) and

\[
P(\mathbf r,\mathbf r')=\sum_{i=1}^{N}\phi_i(\mathbf r)\phi_i^*(\mathbf r').
\]

For a real, even pair interaction \(v\), the exchange operator acts as

\[
(V_X\psi)(\mathbf r)=-\sum_{i=1}^{N}\phi_i(\mathbf r)\int v(\mathbf r-\mathbf r')\,\phi_i^*(\mathbf r')\psi(\mathbf r')\,d\mathbf r' ,
\tag{1}
\]

so its kernel is \(-P(\mathbf r,\mathbf r')v(\mathbf r-\mathbf r')\). It is Hermitian. I write \(K=-V_X\) and assume that \(K\) is bounded, which is automatic in a finite basis.

The hybrid energy is \(E[P]=E_{\rm loc}[P]+\alpha E_X[P]\), with \(\alpha>0\) and

\[
E_X[P]=\mathrm{tr}(PV_X[P])=-\iint |P(\mathbf r,\mathbf r')|^2v(\mathbf r-\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]

Everything that depends on the density alone, and the kinetic energy, is in \(E_{\rm loc}\). Its derivative defines \(h\) through \(\delta E_{\rm loc}=2\,\mathrm{tr}(h\,\delta P)\), the 2 counting spins. The hybrid Hamiltonian is \(H=h+\alpha V_X\).

Two different positivity conditions will be needed: (a) the Fourier transform \(\hat v(\mathbf k)\) is non-negative; (b) \(v(\mathbf r)\) itself is non-negative. The bare Coulomb interaction satisfies both. So does \(\mathrm{erfc}(\mu r)/r\), whose transform is \(4\pi(1-e^{-k^2/4\mu^2})/k^2\).

## What the direct scheme costs, and three repairs that fall short

Equation (1) needs \(N\) convolutions for each function \(\psi\). An iterative eigensolver applies the Hamiltonian to all its trial functions many times, and each round on \(N\) functions costs \(N^2\) convolutions. Freezing \(P\) during an inner loop does not help by itself, because the frozen operator is as expensive to apply as before.

One round of convolutions does, however, supply the vectors \(W=V_X\Phi\), where the columns of \(\Phi\) are \(N_b\) building orbitals. These are at first the occupied ones, so \(N_b=N\). The question is how to turn \(W\) into a cheap operator that can act on any trial function.

Split the function space into the span of \(\Phi\) and its orthogonal complement. With \(\Phi\) orthonormal,

\[
V_X=\begin{pmatrix}M&B^\dagger\\ B&V_{QQ}\end{pmatrix},\qquad M=\Phi^\dagger W,\qquad W=\begin{pmatrix}M\\B\end{pmatrix}.
\tag{2}
\]

The vectors \(W\) contain \(M\) and \(B\), but not \(V_{QQ}\).

The first repair keeps only \(\Phi M\Phi^\dagger\). This discards \(B\), the part of exchange that changes the shape of the orbitals. At self-consistency the Hamiltonian must not couple occupied and unoccupied spaces. Without \(B\) this condition reads \((1-P)hP=0\), which is the stationarity condition of \(E_{\rm loc}\) alone. The loop would converge to the wrong orbitals.

The second repair is \(W\Phi^\dagger\). It gives \(W\Phi^\dagger\Phi=W\), as desired, but its upper right block is zero and its lower left block is \(B\), so it is not Hermitian unless \(B=0\).

The third restores the missing block:

\[
V_0=W\Phi^\dagger+\Phi W^\dagger-\Phi M\Phi^\dagger=\begin{pmatrix}M&B^\dagger\\B&0\end{pmatrix}.
\]

This is Hermitian and correct on \(\Phi\). Its fault is the arbitrary zero in the corner, whose consequences appear next.

## Choosing the unknown block

Every Hermitian operator that agrees with \(V_X\) on \(\Phi\) has the form (2) with some Hermitian \(X\) in place of \(V_{QQ}\). Suppose that \(M\) is invertible. Block elimination gives

\[
\begin{pmatrix}1&0\\-BM^{-1}&1\end{pmatrix}
\begin{pmatrix}M&B^\dagger\\B&X\end{pmatrix}
\begin{pmatrix}1&-M^{-1}B^\dagger\\0&1\end{pmatrix}
=\begin{pmatrix}M&0\\0&X-BM^{-1}B^\dagger\end{pmatrix}.
\tag{3}
\]

The left factor turns the second row into \((0,\;X-BM^{-1}B^\dagger)\), and the right factor then removes \(B^\dagger\) from the first row. The outer factors are invertible, so the rank is \(N_b\) plus the rank of \(X-BM^{-1}B^\dagger\). The smallest possible rank is \(N_b\), and it is reached for one choice, \(X=BM^{-1}B^\dagger\). The result is

\[
V_{\rm ACE}=\begin{pmatrix}M&B^\dagger\\B&BM^{-1}B^\dagger\end{pmatrix}
=\begin{pmatrix}M\\B\end{pmatrix}M^{-1}\begin{pmatrix}M&B^\dagger\end{pmatrix}
=WM^{-1}W^\dagger .
\tag{4}
\]

This is the adaptively compressed exchange operator. Since \(V_X\) is Hermitian, \(W^\dagger\Phi=(\Phi^\dagger W)^\dagger=M^\dagger=M\), and therefore

\[
V_{\rm ACE}\Phi=WM^{-1}W^\dagger\Phi=WM^{-1}M=W=V_X\Phi .
\tag{5}
\]

By linearity the equality holds on the whole span of \(\Phi\). Orthonormality is not needed in (5). If \(\Phi\) is replaced by \(\Phi A\) with invertible \(A\), then \(W\to WA\), \(M\to A^\dagger MA\), and

\[
WA\,(A^{-1}M^{-1}A^{-\dagger})\,A^\dagger W^\dagger=WM^{-1}W^\dagger .
\]

The operator depends on the space spanned, not on the basis chosen in it.

For \(V_0\), where \(X=0\), the last block in (3) is \(-BM^{-1}B^\dagger\). When \(M\) is negative definite this block is non-negative with the rank of \(B\). A congruence preserves the number of positive eigenvalues, so \(V_0\) has one positive eigenvalue for each independent direction in \(B\), although \(V_X\) has none.

## When the matrix can be inverted

For any \(\psi\), put \(\rho_i=\phi_i^*\psi\). From (1),

\[
\langle\psi|K|\psi\rangle=\sum_i\iint\rho_i^*(\mathbf r)v(\mathbf r-\mathbf r')\rho_i(\mathbf r')\,d\mathbf r\,d\mathbf r'
=\sum_i\int\frac{d\mathbf k}{(2\pi)^3}\,\hat v(\mathbf k)|\hat\rho_i(\mathbf k)|^2\ge0
\tag{6}
\]

under condition (a). In a periodic cell the integral becomes a sum over reciprocal vectors.

Let \(\Phi\) hold the occupied orbitals and let \(\hat v>0\). A nonzero \(\psi=\sum_ic_i\phi_i\) satisfies \(\sum_ic_i^*\rho_i=\psi^*\psi=|\psi|^2\). This is not the zero function, so at least one \(\rho_i\) is nonzero and (6) is strictly positive. Hence \(-M\) is positive definite and has a Cholesky factorization \(-M=LL^\dagger\). Then \(M^{-1}=-L^{-\dagger}L^{-1}\), and (4) becomes

\[
\xi=WL^{-\dagger},\qquad V_{\rm ACE}=-\xi\xi^\dagger .
\tag{7}
\]

One application now takes \(N_b\) inner products and a linear combination of \(N_b\) vectors, with no convolution.

Strict positivity can fail. In a periodic cell the term \(\mathbf k=0\) is sometimes dropped. A constant occupied orbital then has a constant pair density with itself, which contributes nothing, and if it is the only occupied orbital, \(M\) has a zero eigenvalue. Unoccupied building orbitals are also not covered by the argument above.

The construction survives with the pseudo-inverse \(M^+\), because \(K\ge0\) has a square root. Let \(S=K^{1/2}\Phi\), so that \(W=-K^{1/2}S\) and \(M=-S^\dagger S\). With the singular-value form \(S=U\Sigma Z^\dagger\), restricted to nonzero singular values,

\[
S(S^\dagger S)^+S^\dagger=U\Sigma Z^\dagger\,Z\Sigma^{-2}Z^\dagger\,Z\Sigma U^\dagger=UU^\dagger\equiv\Pi ,
\]

the projector on the range of \(S\). Therefore

\[
V_{\rm ACE}=WM^+W^\dagger=-K^{1/2}\,\Pi\,K^{1/2},
\tag{8}
\]

and, since \(\Pi S=S\),

\[
V_{\rm ACE}\Phi=-K^{1/2}\Pi S=-K^{1/2}S=-K\Phi=V_X\Phi .
\]

This proves exactness on \(\Phi\) without assuming that \(M\) is invertible. Semidefiniteness is essential here. For the indefinite matrix with rows \((0,1)\) and \((1,0)\), and \(\Phi=(1,0)^T\), one finds \(W=(0,1)^T\) and \(M=0\). Every operator \(WCW^\dagger\) then gives \(WCM=0\) on \(\Phi\), not \(W\).

## What happens outside the building space

Equation (8) also gives the error:

\[
\langle\chi|V_{\rm ACE}-V_X|\chi\rangle=\|(1-\Pi)K^{1/2}\chi\|^2\ge0 .
\tag{9}
\]

Thus \(V_X\le V_{\rm ACE}\le0\): compression can weaken exchange but not strengthen it. If \(\chi=\Phi c+\delta\), the part \(\Phi c\) drops out of (9), and the error is at most \(\|K\|\,\|\delta\|^2\). It is of second order in the distance from the building space.

The case of one occupied orbital shows what is lost. With \(u(\mathbf r)=\int v(\mathbf r-\mathbf r')|\phi(\mathbf r')|^2d\mathbf r'\), one has \(V_X\phi=-u\phi\) and

\[
V_{\rm ACE}\,\psi=-u\phi\,\frac{\langle u\phi|\psi\rangle}{\langle\phi|u|\phi\rangle}.
\]

For \(\psi=\phi\) this is \(-u\phi\), as it must be. If \(u\) is nearly constant where \(\phi\) is large, a \(\psi\) orthogonal to \(\phi\) gives nearly zero, whereas the true result \(-\phi\int v\,\phi^*\psi\) need not be small. In the opposite limit, a building set that spans the whole space, (5) makes the two operators equal.

## The outer loop and its energy

The operator belongs to the \(P\) from which it was built, so it must be rebuilt as the orbitals change. One outer step builds \(V_{\rm ACE}\) from \(P\), solves the inner problem with \(h+\alpha V_{\rm ACE}\) until the density is self-consistent, and obtains \(P'\). If the orbitals reproduce themselves, (5) turns \((h+\alpha V_{\rm ACE})\phi_i=\varepsilon_i\phi_i\) into \(H\phi_i=\varepsilon_i\phi_i\). The converged orbitals carry no compression error.

To see whether the steps lead downhill, set \(D=P'-P\) and expand \(|P+D|^2\):

\[
E_X[P']=E_X[P]+2\,\mathrm{tr}(V_X[P]D)-\iint|D|^2v
=2\,\mathrm{tr}(V_X[P]P')-E_X[P]-\iint|D|^2v .
\]

The second form uses \(\mathrm{tr}(V_X[P]P)=E_X[P]\). Now define the functional that the inner loop makes stationary,

\[
F[P']=E_{\rm loc}[P']+\alpha\{2\,\mathrm{tr}(V_{\rm ACE}P')-E_X[P]\}.
\]

Subtracting the hybrid energy leaves

\[
F[P']-E[P']=\alpha\iint|D|^2v+2\alpha\,\mathrm{tr}[(V_{\rm ACE}-V_X)P']\ge0 .
\tag{10}
\]

The first term is non-negative by condition (b), the second by (9). Both vanish at \(P'=P\), so \(F[P]=E[P]\). An inner solution with \(F[P']\le F[P]\) therefore gives

\[
E[P']\le F[P']\le F[P]=E[P].
\]

The condition on the inner solution is a real one, since a self-consistent density is stationary but need not be a minimum. Descent also does not prove that the lowest minimum is reached. If \(v\) is negative at some distances, this guarantee is lost, though the energy may still fall. That is the case in a periodic cell when the term \(\mathbf k=0\) is dropped, since \(v\) then averages to zero over the cell.

## A ring with eight electrons

The numbers come from a model with round parameters: a ring of length 12 Å, 80 grid points, and four equally spaced ions of charges 2.2, 1.8, 2.2 and 1.8. The interaction is \(v(x)=20\,e^{-|x|/\lambda}\) eV with \(\lambda=1\) Å, summed over periodic images. It is positive, and so is its transform, which for a continuous coordinate is proportional to \(1/(\lambda^{-2}+k^2)\). Sampling on the grid changes the transform at large \(k\) but leaves it positive. A quarter flux quantum through the ring makes the orbitals complex. \(E_{\rm loc}\) contains kinetic, ionic and Hartree energy and the local model \(-(1-\alpha)(g/2)\int\rho^2dx\), with \(g=4\) eV Å and \(\alpha=0.25\). The constant ion–ion repulsion is omitted. The results belong to this grid model and not to a material.

At convergence the eigenvalues of \(-M\) are 11.40, 11.50, 12.25 and 12.31 eV, so the Cholesky step is well conditioned. Their sum, 47.45 eV, is \(-E_X\), as \(\mathrm{tr}\,M=\mathrm{tr}(PV_X)\) requires. The norm of \(W\) is 24.117 eV, and (2) gives

\[
\|B\|=\sqrt{\|W\|^2-\|M\|^2}=\sqrt{581.62-563.68}\ \text{eV}\approx4.24\ \text{eV}.
\]

This is what the first repair would throw away. The compressed operator reproduces \(W\) with an error of about \(10^{-14}\) eV, which is rounding. Its rank is 4. The extension \(V_0\) has rank 8 and four positive eigenvalues, one for each direction in \(B\), in line with (3); the largest is 0.496 eV.

Starting from the orbitals of the local functional alone, the first outer step lowers the energy by 0.113 eV, the second by \(2.0\times10^{-3}\) eV and the third by \(3.5\times10^{-5}\) eV. Each change is about 0.018 of the one before. Near a stationary point the energy error is quadratic in the orbital error, so the orbital error should shrink by roughly \(\sqrt{0.018}\approx0.13\) per step; the actual factor lies between 0.134 and 0.144 over the first eight steps, rising slowly in the later ones. Both inequalities in the descent chain were tested at every step, to \(10^{-8}\) eV. The final energy is −140.492 eV (−5.163 hartree). A separate calculation that used the full exchange operator throughout agrees within the tested \(10^{-7}\) eV.

The 11 outer steps used \(11\times4\times4=176\) convolutions. Applying the full operator once to each occupied orbital in each of the 475 inner cycles would take \(475\times16=7600\), about 43 times as many. That comparison keeps the nested loops. Full exchange can instead be renewed from the current orbitals in every cycle of a single loop that mixes only the density. With the same mixing parameter of 0.2 and the stopping rule of the inner loop (input and output electron numbers differ by less than \(10^{-11}\) at every grid point), this needs 86 cycles, or 1376 convolutions at one application per occupied orbital, and the saving falls to a factor of about 8. With a mixing parameter of 0.4 it needs 38 cycles, or 608 convolutions, and the factor is only about 3.5. These ratios count convolutions, not computing time, and they depend strongly on how the density is mixed. An iterative eigensolver that applies the Hamiltonian several times per cycle would raise the cost of full exchange further.

## Unoccupied levels and the gap

The occupied levels of the compressed and full Hamiltonians agree, but the lowest virtual level is 5.618 eV with compression and 4.979 eV without. The gap is 9.384 eV instead of 8.746 eV, too large by 0.639 eV, or 7.3% of the full-exchange gap.

The direction follows from (9) and the min–max principle: a larger operator has no lower eigenvalue. The size can be bounded too. Let \(\chi\) be the true lowest virtual orbital and \(\Delta=V_{\rm ACE}-V_X\). Since \(\Delta\Phi=0\), the compressed Hamiltonian is diagonal in the space of the occupied orbitals and \(\chi\), so the shift is at most \(\alpha\langle\chi|\Delta|\chi\rangle\le\alpha\|\Delta\chi\|\). With \(\|\Delta\chi\|=2.759\) eV this bound is \(0.25\times2.759=0.690\) eV, above the actual 0.639 eV.

The cure is to put the wanted virtual orbitals into \(\Phi\), while \(P\) still contains the occupied ones. The cost is \(NN_b\) convolutions per construction. The virtuals are not known beforehand, so the lowest \(N_b\) eigenvectors of the compressed Hamiltonian are used to build the next one. With four virtuals added, the lowest virtual level is 4.97918 eV after one such build and 4.97916 eV after two. This fast approach is consistent with the second-order error in (9). The gap becomes 8.746 eV (0.3214 hartree), equal to the full-exchange result.

When the building orbitals reproduce themselves, (5) makes them eigenstates of the full Hamiltonian. It does not make them the lowest ones: a state missing from \(\Phi\) may be raised by compression and so stay hidden above the chosen set. The same caution applies to the occupied orbitals. In this model the comparison with direct diagonalization of the full Hamiltonian settles the matter for all eight levels. In a large calculation, adding further building orbitals and seeing whether a lower level appears is a useful check, but not a proof. The remaining values are in the numerical output.

## Computed values

```
ring length 12.0 angstrom, grid points 80
grid spacing 0.150 angstrom, flux 0.25 quantum
interaction 20.0 eV, decay 1.0 angstrom
ion charges [2.2, 1.8, 2.2, 1.8], electrons 8
exchange share 0.25, local strength 4.0 eV angstrom
hbar^2/(2m) = 3.80998 eV angstrom^2
energy at local start: -140.37623101 eV
outer step 1: energy -140.48956385 eV, change -1.13e-01 eV
outer step 2: energy -140.49155999 eV, change -2.00e-03 eV
outer step 3: energy -140.49159487 eV, change -3.49e-05 eV
outer step 4: energy -140.49159549 eV, change -6.16e-07 eV
outer step 5: energy -140.49159550 eV, change -1.10e-08 eV
outer step 6: energy -140.49159550 eV, change -2.00e-10 eV
outer steps 11, inner cycles 475
final energy, ACE: -140.49159550 eV
final energy, full exchange: -140.49159550 eV
final energy, ACE: -5.162971 hartree
exchange energy before scaling: -47.454803 eV
eigenvalues of -M (eV): [11.39761 11.50073 12.24822 12.30824]
norm of V_X Phi: 24.11682 eV
ACE error on building orbitals: 1.3e-14 eV
ACE error on lowest virtual: 2.75886 eV
rank of ACE 4, rank of other extension 8
top eigenvalue of other extension: 0.49603 eV
occupied levels, full (eV): [-7.89644 -7.84309 -3.96848 -3.76653]
occupied levels, ACE (eV): [-7.89644 -7.84309 -3.96848 -3.76653]
lowest virtual, full: 4.979158 eV
lowest virtual after 0 enlarged builds: 5.617670 eV
lowest virtual after 1 enlarged builds: 4.979175 eV
lowest virtual after 2 enlarged builds: 4.979158 eV
lowest virtual after 3 enlarged builds: 4.979158 eV
lowest virtual after 4 enlarged builds: 4.979158 eV
enlarged builds to convergence: 6
gap, full exchange: 8.745687 eV
gap, ACE from occupied only: 9.384199 eV
gap, ACE from 8 orbitals: 8.745687 eV
gap, full exchange: 0.321398 hartree
convolutions used in ACE outer loop: 176
convolutions if full exchange each inner cycle: 7600
```
